# Elastic constants of germanium from three sound speeds along [110]: a numerical check

```python
# Result under test: for sound along [110] in a cubic crystal of density rho,
#   C44 = rho*vz^2, C11 = rho*(vL^2+vp^2-vz^2), C12 = rho*(vL^2-vp^2-vz^2),
# vL: longitudinal speed; vz, vp: shear speeds with displacement along
# [001] and [1-10]. C11, C12, C44: adiabatic elastic constants.
# Units: g/cm^3, km/s and GPa, since 1 (g/cm^3)(km/s)^2 = 1 GPa.
# Material inputs are rough values for germanium near room temperature.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const


def recover(rho, vL, vz, vp):
    return np.array([rho * (vL**2 + vp**2 - vz**2),
                     rho * (vL**2 - vp**2 - vz**2),
                     rho * vz**2])


def voigt_matrix(c):
    c11, c12, c44 = c
    m = np.zeros((6, 6))
    m[:3, :3] = c12
    m[range(3), range(3)] = c11
    m[range(3, 6), range(3, 6)] = c44
    return m


VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def christoffel(c, direction):
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    tensor = voigt_matrix(c)[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]
    return np.einsum('ijkl,j,l->ik', tensor, n, n)


def modulus_map(direction, polarizations):
    # Rows: modes; columns: response to unit C11, C12, C44.
    rows = []
    trial = np.array([7.0, 2.0, 3.3])
    for p in polarizations:
        p = np.array(p, float)
        p /= np.linalg.norm(p)
        g = christoffel(trial, direction)
        assert np.allclose(g @ p, (p @ g @ p) * p, atol=1e-12)
        rows.append([p @ christoffel(u, direction) @ p for u in np.eye(3)])
    return np.array(rows)


# Inputs
rho, vL, vz, vp = 5.3, 5.4, 3.6, 2.8
rel_v, rel_rho = 0.005, 0.001
C = recover(rho, vL, vz, vp)
C11, C12, C44 = C
moduli = rho * np.array([vL, vz, vp])**2

# The three modes satisfy the full elastic equation of motion.
x, y, z, t = sp.symbols('x y z t', real=True)
k, r, a11, a12, a44 = sp.symbols('k r a11 a12 a44', positive=True)
coords = (x, y, z)
s2 = sp.sqrt(2)
modes = [((1/s2, 1/s2, 0), (a11 + a12 + 2*a44)/2),
         ((0, 0, 1), a44),
         ((1/s2, -1/s2, 0), (a11 - a12)/2)]
for pol, modulus in modes:
    wave = sp.sin(k * ((x + y)/s2 - sp.sqrt(modulus/r) * t))
    u = [q * wave for q in pol]
    eps = sp.Matrix(3, 3, lambda i, j:
                    (sp.diff(u[i], coords[j]) + sp.diff(u[j], coords[i]))/2)
    stress = 2*a44*eps
    for i in range(3):
        stress[i, i] = a11*eps[i, i] + a12*(eps.trace() - eps[i, i])
    for i in range(3):
        force = sum(sp.diff(stress[i, j], coords[j]) for j in range(3))
        assert sp.simplify(sp.expand(r*sp.diff(u[i], t, 2) - force)) == 0

# Inversion against a linear solve; need for the [110] direction.
map110 = modulus_map([1, 1, 0], [[1, 1, 0], [0, 0, 1], [1, -1, 0]])
map100 = modulus_map([1, 0, 0], np.eye(3))
map111 = modulus_map([1, 1, 1], [[1, 1, 1], [1, -1, 0], [1, 1, -2]])
assert np.allclose(np.linalg.solve(map110, moduli), C, rtol=1e-12)
ranks = [np.linalg.matrix_rank(m, tol=1e-10) for m in (map100, map110, map111)]
assert ranks == [2, 3, 2]
det110 = abs(np.linalg.det(map110))
assert abs(det110 - 0.5) < 1e-12
gamma = christoffel(C, [1, 1, 0])
speeds = np.sqrt(np.linalg.eigvalsh(gamma) / rho)
assert np.allclose(speeds, sorted([vL, vz, vp]), rtol=1e-12)

# Exchanged shear labels: same speeds, another stable crystal.
wrong = recover(rho, vL, vp, vz)
wrong_speeds = np.sqrt(np.linalg.eigvalsh(christoffel(wrong, [1, 1, 0])) / rho)
assert np.allclose(wrong_speeds, speeds, rtol=1e-12)
assert np.linalg.eigvalsh(voigt_matrix(C)).min() > 0
assert np.linalg.eigvalsh(voigt_matrix(wrong)).min() > 0
assert abs(wrong[1] - C12) < 1e-10 and abs(wrong[0] - C11) > 10
v100 = np.sqrt(np.linalg.eigvalsh(christoffel(C, [1, 0, 0]))[-1] / rho)
v100_wrong = np.sqrt(
    np.linalg.eigvalsh(christoffel(wrong, [1, 0, 0]))[-1] / rho)

# Bulk modulus from uniform dilation, against the constants.
K = (C11 + 2*C12) / 3
dilation = np.array([1, 1, 1, 0, 0, 0]) / 3
assert abs(dilation @ voigt_matrix(C) @ dilation - K) < 1e-10
anisotropy = 2*C44 / (C11 - C12)

# Independent standard errors, checked by random sampling.
mode_error = 2 * rel_v * moduli
sigma_long = np.sqrt(np.sum(mode_error**2))
sigma = np.array([np.hypot(sigma_long, C11*rel_rho),
                  np.hypot(sigma_long, C12*rel_rho),
                  np.hypot(mode_error[1], C44*rel_rho)])
rng = np.random.default_rng(4)
noise = rng.standard_normal((4, 200000))
sample = recover(rho*(1 + rel_rho*noise[0]), vL*(1 + rel_v*noise[1]),
                 vz*(1 + rel_v*noise[2]), vp*(1 + rel_v*noise[3]))
assert np.allclose(sample.std(axis=1), sigma, rtol=0.015)  # sampling noise
assert np.argmax(sigma / C) == 1
half_digit = 0.05
corners = [recover(*(np.array([rho, vL, vz, vp]) + half_digit*np.array(s)))
           for s in itertools.product([-1, 1], repeat=4)]
rounding = np.max(np.abs(np.array(corners) - C), axis=0)


# Misorientation: treat speeds of a tilted crystal as if along [110].
def tilt_error(degrees):
    theta = np.radians(degrees)
    axis = np.array([1, 1, 0]) / np.sqrt(2)
    side = np.array([1, -1, 0]) / np.sqrt(2)
    up = np.array([0, 0, 1])
    changes = []
    for phi in np.linspace(0, np.pi, 73):
        n = (np.cos(theta)*axis
             + np.sin(theta)*(np.cos(phi)*side + np.sin(phi)*up))
        low, mid, high = np.sqrt(np.linalg.eigvalsh(christoffel(C, n)) / rho)
        changes.append(np.abs(recover(rho, high, mid, low) - C))
    return np.max(changes, axis=0)


tilt1, tilt2 = tilt_error(1), tilt_error(2)
assert np.allclose(tilt2 / tilt1, 4, atol=0.15)  # quartic terms remain

# Adiabatic-isothermal relation from a thermoelastic free energy.
e, dT = sp.symbols('e dT', real=True)
KT, al, T0, cv = sp.symbols('KT al T0 cv', positive=True)
free = KT*e**2/2 - KT*al*e*dT - cv*dT**2/(2*T0)
tension, entropy = sp.diff(free, e), -sp.diff(free, dT)
dT_ad = sp.solve(entropy, dT)[0]
KS = sp.diff(tension.subs(dT, dT_ad), e)
e_free = sp.solve(tension, e)[0]
cp_sym = T0 * sp.diff(entropy.subs(e, e_free), dT)
assert sp.simplify(1/KT - 1/KS - al**2*T0/cp_sym) == 0
T, alpha_linear, cp = 300.0, 6e-6, 320.0
alpha = 3 * alpha_linear
K_iso = 1e-9 / (1/(K*1e9) + alpha**2*T/(rho*1e3*cp))
thermal_drop = K - K_iso

# Valley repopulation: formula against curvature of the free energy.
n_cm3, Xi = 1e16, 16.0
kT = const.k * T / const.e
valleys = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
valleys = valleys / np.sqrt(3)


def electron_energy(strain):
    shifts = Xi * np.einsum('vi,ij,vj->v', valleys, strain, valleys)
    return -kT * np.log(np.mean(np.exp(-shifts / kT)))


def curvature(strain, step=1e-4):
    return (electron_energy(step*strain) + electron_energy(-step*strain)
            - 2*electron_energy(0*strain)) / step**2


shear_xy = np.array([[0, .5, 0], [.5, 0, 0], [0, 0, 0]])
formula_eV = -Xi**2 / (9*kT)
assert abs(curvature(shear_xy)/formula_eV - 1) < 1e-3
assert abs(curvature(np.diag([1., -1., 0.]))) < 1e-5*abs(formula_eV)
assert abs(curvature(np.eye(3))) < 1e-3*abs(formula_eV)
doping_shift = formula_eV * const.e * n_cm3*1e6 / 1e6  # MPa
m_long, m_trans = 1.6, 0.08
m_dos = (m_long * m_trans**2)**(1/3)
Nc = 8*(2*np.pi*m_dos*const.m_e*const.k*T/const.h**2)**1.5 / 1e6
assert n_cm3 / Nc < 0.01

# Dispersion estimate against diagonalization of a ring of masses.
N = 200
ring = 2*np.eye(N) - np.roll(np.eye(N), 1, 0) - np.roll(np.eye(N), -1, 0)
q_ring = 2*np.pi / N
slowing = 1 - np.sqrt(np.linalg.eigvalsh(ring)[1]) / q_ring
assert abs(slowing/(q_ring**2/24) - 1) < 1e-3
freq_MHz, spacing_nm = 10.0, 0.57
qd = 2*np.pi*freq_MHz*1e6*spacing_nm*1e-9 / (vp*1e3)
dispersion = qd**2 / 24
wavelength_um = vp*1e3 / (freq_MHz*1e6) * 1e6

# Rough thermal softening over a device temperature rise.
slope, rise = 1e-4, 50.0
softening = 100 * slope * rise


def triple(values, digits=2):
    return ', '.join(f'{v:.{digits}f}' for v in values)


print(f'Rough density of Ge: {rho:.1f} g/cm^3')
print(f'Rough speeds vL, vz, vp: {triple([vL, vz, vp], 1)} km/s')
print(f'Squares of vL, vz, vp: {triple([vL**2, vz**2, vp**2])} km^2/s^2')
print(f'Mode moduli rho*v^2 (L, z, p): {triple(moduli)} GPa')
print(f'C11: {C11:.1f} GPa')
print(f'C12: {C12:.1f} GPa')
print(f'C44: {C44:.1f} GPa')
print(f'Christoffel xx, xy, zz: '
      f'{triple([gamma[0, 0], gamma[0, 1], gamma[2, 2]])} GPa')
print(f'Speeds from eigenvalues, ascending: {triple(speeds, 3)} km/s')
print(f'Size of determinant of [110] map: {det110:.3f} (no unit)')
print(f'Ranks for [100], [110], [111]: {", ".join(map(str, ranks))} (no unit)')
print(f'C11 - C12: {C11-C12:.1f} GPa')
print(f'C11 + 2 C12: {C11+2*C12:.1f} GPa')
print(f'Adiabatic bulk modulus K: {K:.1f} GPa')
print(f'Anisotropy A: {anisotropy:.2f} (no unit)')
print(f'Exchanged labels, C11, C12, C44: {triple(wrong, 1)} GPa')
print(f'Longitudinal [100] speed, correct labels: {v100:.2f} km/s')
print(f'Longitudinal [100] speed, exchanged labels: {v100_wrong:.2f} km/s')
print(f'Assumed standard error of each speed: {100*rel_v:.1f} %')
print(f'Assumed standard error of density: {100*rel_rho:.1f} %')
print(f'Standard errors of C11, C12, C44: {triple(sigma)} GPa')
print(f'Relative errors of C11, C12, C44: {triple(100*sigma/C, 1)} %')
print(f'Rounding half-step, in km/s and in g/cm^3: {half_digit:.2f}')
print(f'Worst rounding change C11, C12, C44: {triple(rounding, 1)} GPa')
print(f'Largest change for 1 degree tilt: {triple(tilt1, 3)} GPa')
print(f'Largest change for 2 degree tilt: {triple(tilt2, 3)} GPa')
print(f'Temperature: {T:.0f} K')
print(f'Rough linear expansion coefficient: {alpha_linear:.1e} 1/K')
print(f'Rough specific heat cp: {cp:.0f} J/(kg K)')
print(f'Adiabatic minus isothermal K, C11 or C12: {thermal_drop:.2f} GPa')
print(f'Electron density: {n_cm3:.1e} cm^-3')
print(f'Rough shear deformation potential Xi: {Xi:.0f} eV')
print(f'Thermal energy kT: {kT:.5f} eV')
print(f'Electronic shift of C44: {doping_shift:.2f} MPa')
print(f'Rough valley masses, long. and trans.: {m_long}, {m_trans} m_e')
print(f'Density-of-states mass per valley: {m_dos:.3f} m_e')
print(f'Effective density of states Nc: {Nc:.2e} cm^-3')
print(f'Degeneracy ratio n/Nc: {n_cm3/Nc:.1e} (no unit)')
print(f'Sound frequency: {freq_MHz:.0f} MHz')
print(f'Wavelength of slowest mode: {wavelength_um:.0f} um')
print(f'Rough lattice length in estimate: {spacing_nm:.2f} nm')
print(f'Fractional slowing by dispersion: {dispersion:.1e} (no unit)')
print(f'Rough fractional softening slope: {slope:.0e} 1/K')
print(f'Device temperature rise: {rise:.0f} K')
print(f'Softening over that rise: {softening:.1f} %')
print('all assertions hold')
```

Running it gives:

```
Rough density of Ge: 5.3 g/cm^3
Rough speeds vL, vz, vp: 5.4, 3.6, 2.8 km/s
Squares of vL, vz, vp: 29.16, 12.96, 7.84 km^2/s^2
Mode moduli rho*v^2 (L, z, p): 154.55, 68.69, 41.55 GPa
C11: 127.4 GPa
C12: 44.3 GPa
C44: 68.7 GPa
Christoffel xx, xy, zz: 98.05, 56.50, 68.69 GPa
Speeds from eigenvalues, ascending: 2.800, 3.600, 5.400 km/s
Size of determinant of [110] map: 0.500 (no unit)
Ranks for [100], [110], [111]: 2, 3, 2 (no unit)
C11 - C12: 83.1 GPa
C11 + 2 C12: 216.0 GPa
Adiabatic bulk modulus K: 72.0 GPa
Anisotropy A: 1.65 (no unit)
Exchanged labels, C11, C12, C44: 181.7, 44.3, 41.6 GPa
Longitudinal [100] speed, correct labels: 4.90 km/s
Longitudinal [100] speed, exchanged labels: 5.85 km/s
Assumed standard error of each speed: 0.5 %
Assumed standard error of density: 0.1 %
Standard errors of C11, C12, C44: 1.75, 1.74, 0.69 GPa
Relative errors of C11, C12, C44: 1.4, 3.9, 1.0 %
Rounding half-step, in km/s and in g/cm^3: 0.05
Worst rounding change C11, C12, C44: 7.5, 6.7, 2.6 GPa
Largest change for 1 degree tilt: 0.055, 0.050, 0.027 GPa
Largest change for 2 degree tilt: 0.219, 0.201, 0.109 GPa
Temperature: 300 K
Rough linear expansion coefficient: 6.0e-06 1/K
Rough specific heat cp: 320 J/(kg K)
Adiabatic minus isothermal K, C11 or C12: 0.30 GPa
Electron density: 1.0e+16 cm^-3
Rough shear deformation potential Xi: 16 eV
Thermal energy kT: 0.02585 eV
Electronic shift of C44: -1.76 MPa
Rough valley masses, long. and trans.: 1.6, 0.08 m_e
Density-of-states mass per valley: 0.217 m_e
Effective density of states Nc: 1.02e+19 cm^-3
Degeneracy ratio n/Nc: 9.8e-04 (no unit)
Sound frequency: 10 MHz
Wavelength of slowest mode: 280 um
Rough lattice length in estimate: 0.57 nm
Fractional slowing by dispersion: 6.8e-12 (no unit)
Rough fractional softening slope: 1e-04 1/K
Device temperature rise: 50 K
Softening over that rise: 0.5 %
all assertions hold
```
